Separating static and dynamic quenching of a resist sensitizer

**The situation**

A photoacid generator accepts an electron from an optically excited sensitizer and then fragments, which can lead to acid. The same electron transfer quenches the sensitizer's fluorescence. Two solutions hold the same total amount of sensitizer; one of them also holds generator at concentration Q. Illumination and detection are identical. Adding the generator reduces the steady fluorescence intensity from F₀ to F and the fluorescence lifetime from τ₀ to τ, with

F₀/F = 3, τ₀/τ = 2.

Assume the following, unless a part says otherwise.

- A fraction x of the ground-state sensitizers is bound to generator molecules. These complexes do not fluoresce and do not release excited sensitizers.
- Free excited sensitizers are quenched by collisions with a constant rate coefficient k_q. Binding of some sensitizers does not alter the radiative rate or the collisional quenching of the others.
- Excitation is weak, so it leaves the ground-state populations undisturbed.
- The sample is optically thin: every free sensitizer sees the same light intensity, with or without generator.

**(a) What does the lifetime measure, and why do the complexes not enter it?**

Let n be the number of free excited sensitizers. Without generator they decay at the total rate 1/τ₀, radiative and nonradiative channels together. Collisions add the rate k_q Q. After a short light pulse,

dn/dt = −(1/τ₀ + k_q Q) n.

The solution is n(t) = n(0) exp(−t/τ), with

1/τ = 1/τ₀ + k_q Q.

Multiplying by τ₀ gives

τ₀/τ = 1 + k_q τ₀ Q = 1 + K_D Q, K_D = k_q τ₀.

Complexes lower n(0), because fewer free sensitizers are there to be excited. They do not change the decay rate of those that are excited. The lifetime therefore registers dynamic quenching alone.

**(b) Find the fraction x.**

Let N be the total number of sensitizers and w the rate at which one free sensitizer is excited. Under steady light, excitation balances decay:

w N(1 − x) = n/τ, so n = w N(1 − x) τ.

The detected intensity is F = C k_r n, where k_r is the radiative rate and C the detection efficiency. Hence

F = C k_r w N(1 − x) τ.

Without generator, x = 0 and the lifetime is τ₀:

F₀ = C k_r w N τ₀.

In the ratio the factors C, k_r, w and N cancel:

F/F₀ = (1 − x) τ/τ₀.

Solving for x,

1 − x = (F/F₀)(τ₀/τ) = (τ₀/τ)/(F₀/F),

x = 1 − (τ₀/τ)/(F₀/F) = 1 − 2/3 = 1/3.

One third of the sensitizers sit in complexes. The remaining two thirds each emit half as much as before, and 2/3 × 1/2 = 1/3 is the observed intensity.

Two limits show how the formula works. If F₀/F = τ₀/τ, then x = 0 and all quenching is dynamic. If τ = τ₀, then x = 1 − F/F₀ and all quenching is static. A result F₀/F < τ₀/τ would give a negative x, which means that an assumption or a measurement is at fault.

No binding law was used, and neither was the absorptivity of the complex: in a thin sample, light absorbed by complexes takes nothing from the free sensitizers.

**(c) Take 1:1 complexes, Q = 10 mM, τ₀ = 10 ns and 0.020 mM total sensitizer. Find k_q and the association constant K_S. Could the intensity alone have separated the two mechanisms?**

From part (a), K_D Q = 2 − 1 = 1. Therefore

K_D = 1/(0.010 M) = 100 M⁻¹,

k_q = K_D/τ₀ = (100 M⁻¹)/(10⁻⁸ s) = 1.0 × 10¹⁰ M⁻¹ s⁻¹.

With S the concentration of free sensitizer, the complex has concentration c = K_S S Q. Thus

x = c/(S + c) = K_S Q/(1 + K_S Q), 1 − x = 1/(1 + K_S Q).

For x = 1/3, 1 + K_S Q = 3/2, so K_S = 0.5/(0.010 M) = 50 M⁻¹.

Inserting both results into part (b) gives

F₀/F = (1 + K_D Q)(1 + K_S Q) = 1 + (K_D + K_S)Q + K_D K_S Q².

Here this is 1 + 1.5 + 0.5 = 3. At small Q the intensity reveals the sum K_D + K_S. The upward curvature adds the product K_D K_S. Sum and product fix the two constants but not which is which, since the expression is unchanged when they are exchanged. The lifetime settles that.

Q in these formulas is the free generator concentration. If 10 mM is instead the total, and s = 0.020 mM is the total sensitizer, then

c = K_S(s − c)(Q − c),

c² − (s + Q + 1/K_S)c + sQ = 0.

With 1/K_S = 20 mM, the root smaller than s is c = 0.00666 mM, and x = c/s = 0.3332. Generator depletion is negligible because generator is in large excess.

**(d) Let free and bound sensitizers absorb equally strongly. What happens to the photons absorbed by the sensitizer, and what does this say about acid?**

Complexes absorb the fraction x = 1/3. Free sensitizers absorb the other 2/3. A free excited sensitizer is quenched by collision with probability

k_q Q τ = (1/τ − 1/τ₀)τ = 1 − τ/τ₀ = 1/2.

Collisions therefore take 2/3 × 1/2 = 1/3 of the absorbed photons. The last third decays through the channels that exist without generator, fluorescence among them.

Two thirds of the absorbed photons thus end in quenching. If acid arises only through these events, and each yields at most one acid molecule, then 2/3 is an upper bound on the acid yield per photon absorbed by the sensitizer. The actual yield may be lower, because the electron can return before the generator fragments. Fluorescence data do not determine how often that happens.

**(e) How uncertain is x if F₀/F is known to 5 % and τ₀/τ to 3 %, with independent errors? What if the sample is not optically thin?**

Write r = F₀/F and ρ = τ₀/τ, so that x = 1 − ρ/r. For small errors,

dx = −dρ/r + ρ dr/r² = (ρ/r)(dr/r − dρ/ρ).

Independent errors add in quadrature:

σ_x = (ρ/r)√[(σ_r/r)² + (σ_ρ/ρ)²] = (2/3)√(0.05² + 0.03²) = 0.039.

The result is x = 0.33 ± 0.04, an error of about 12 % relative to x.

Now let A be the decadic absorbance of the sensitizer without generator, A_Q that of the generator, and a the absorptivity of the complex relative to that of free sensitizer. With generator present the total absorbance is

A_t = A(1 − x + a x) + A_Q.

The sample absorbs the fraction 1 − 10^(−A_t) of the light. Free sensitizers receive the share A(1 − x)/A_t of it, since at every depth absorption divides in proportion to absorbance. Without generator they absorb 1 − 10^(−A). If light from all depths is collected equally,

F/F₀ = (τ/τ₀)(1 − x) g(A_t)/g(A), g(A) = (1 − 10^(−A))/A.

Using the thin-sample formula on such data gives an apparent fraction

x_app = 1 − (1 − x) g(A_t)/g(A).

As all absorbances tend to zero, g tends to ln 10 in both places and x_app = x. The same holds at any thickness if A_t = A.

For a numerical case take a 1.0 cm cell, a sensitizer absorptivity of 6000 M⁻¹ cm⁻¹, a generator absorptivity of 1.0 M⁻¹ cm⁻¹ and, as an illustration, a = 1.5. Then A = 0.12, A_Q = 0.010 and

A_t = 0.12 × (2/3 + 1.5/3) + 0.010 = 0.15.

A true fraction of 1/3 would appear as 0.355. In a cell with A = 3.0 and A_Q = 0 it would appear as 0.428. Such a thick sample absorbs nearly all the light, so x_app approaches the share of light taken by complexes, a x/(1 − x + a x) = 3/7, instead of the share of molecules.

**(f) Generators that happen to be close to a sensitizer when it is excited react early. How much static quenching does this imitate? Use T = 298 K, viscosity η = 0.35 mPa s and contact distance b = 0.7 nm.**

Let y(r,t) be the generator concentration at distance r from an excited sensitizer, divided by its bulk value. Initially y = 1. Diffusion with mutual coefficient D brings generators to contact, where they react with rate coefficient k_a. With N_A the Avogadro constant, the flux condition at r = b is

4πb²D N_A ∂y/∂r = k_a y.

Define u = r(1 − y), k_diff = 4πbD N_A and h = k_a/k_diff. The radial diffusion equation becomes ∂u/∂t = D ∂²u/∂r², with u = 0 at t = 0. Since y = 1 − u/r, ∂y/∂r = u/r² − (∂u/∂r)/r, and the contact condition becomes

−∂u/∂r + (1 + h)u/b = h.

The Laplace transform in time, with variable p, has the decaying solution û(r) = û(b) exp[−(r − b)√(p/D)]. The contact condition then gives

û(b)[√(p/D) + (1 + h)/b] = h/p.

With α = (1 + h)√D/b this reads û(b) = h√D/[p(√p + α)]. The function E(t) = exp(α²t) erfc(α√t) has the transform 1/[√p(√p + α)], so 1 − E has the transform

1/p − 1/[√p(√p + α)] = α/[p(√p + α)].

Therefore u(b,t)/b = [h/(1 + h)][1 − E(t)], and y(b,t) = [1 + hE(t)]/(1 + h). The rate coefficient is

k(t) = k_a y(b,t) = k_q[1 + hE(t)], 1/k_q = 1/k_a + 1/k_diff.

It starts at k_a and falls to the constant k_q.

For two equal spheres of radius b/2, the Stokes–Einstein relation gives D = 2k_BT/(3πηb) = 3.56 nm²/ns. Hence k_diff = 8N_A k_BT/(3η) = 1.89 × 10¹⁰ M⁻¹ s⁻¹. With k_q from part (c), k_a = 2.13 × 10¹⁰ M⁻¹ s⁻¹ and h = 1.13.

A free sensitizer excited a time t ago is still excited with probability

P(t) = exp[−t/τ₀ − Q∫₀ᵗ k(t′)dt′].

The steady excited population is w N(1 − x)∫₀^∞ P dt, so τ in part (b) is replaced by this integral. Numerical integration gives

Y = (1/τ₀)∫₀^∞ P dt = 0.480.

Suppose the lifetime is read from the late tail, idealized as the limiting rate 1/τ₀ + k_q Q, so that τ/τ₀ = 0.5. Without any complexes, the formula of part (b) would then report x = 1 − 2Y = 0.04. A real fit covers a finite time window, in which k(t) is still slightly above k_q. An unweighted straight-line fit of ln P from 5 to 25 ns gives τ₀/τ = 2.03 and a smaller false fraction, 0.025. For the measured F/F₀ = 1/3 and a ratio τ₀/τ = 2 read in the idealized tail limit, the corrected fraction is

x = 1 − 1/(3Y) = 0.31.

If the ratio of 2 instead refers to the average lifetime ∫P dt, recorded with sufficient time resolution, the early quenching is already included and x = 1/3 stands.

**(g) Suppose an excited complex can release an excited free sensitizer. How does x_app change?**

Release here means complete separation; a sensitizer still next to its generator may be quenched by it, and such events do not count. Let release occur at 1.0 ns⁻¹, an illustrative value, in competition with nonradiative decay at 20 ns⁻¹. The release probability is q = 1/21 = 0.048. For equal absorptivities the free excited population is fed at the rate w N[(1 − x) + q x]. Once the short-lived excited complexes have gone, the lifetime is still τ. Thus

1 − x_app = 1 − x + q x, x_app = x(1 − q) = 0.317.

Release makes the complexed fraction look smaller.

**(h) Would the same two ratios prove complex formation in a solid resist film?**

They would not. In a rigid film, generators cannot diffuse away, and one that lies near a sensitizer by chance can quench it without binding. Suppose quenching is immediate within a radius of 1.0 nm and absent outside. For M generators placed at random in a volume Ω, the probability that none lies in the sphere of volume V is

(1 − V/Ω)^M → exp(−MV/Ω)

for a large film at fixed density M/Ω. At 200 mM, a rough value for a film, the density is 0.120 nm⁻³. With V = 4.19 nm³, the mean number of neighbours is 0.505, and

1 − exp(−0.505) = 0.40.

Chance proximity alone would silence 40 % of the sensitizers. This counts generators as points that may lie anywhere in the sphere. If the inner 0.7 nm is closed to them, as the contact distance of part (f) suggests, V falls to 2.75 nm³ and the fraction to 28 %, or slightly more if generators also exclude one another. Either value is comparable with the third found above. In this model the remaining sensitizers keep the lifetime τ₀. A ratio τ₀/τ = 2 would need an additional, slower quenching process, such as electron transfer over larger distances. Such transfer makes the decay nonexponential, so the ratio then depends on how the lifetime is read from it. Even then the two ratios would not show whether the rapidly quenched sensitizers are bound; calling them complexes needs further evidence, such as a change in the absorption spectrum that follows the binding law.

**Comparison with a real system.** The solution parameters are rough values for an anthracene-type sensitizer and an iodonium-type generator in acetonitrile, excited near 365 nm. K_S = 50 M⁻¹ follows from the posed ratios and is not a measured property of such a pair. It is high compared with chance proximity: the sphere of part (h) gives 0.505 neighbours at 0.200 M, or 2.5 M⁻¹, so K_S requires a real attraction. For the dilute solution and the illustrative values chosen, the effects estimated in parts (e) to (g) each shift x by about 0.02 to 0.03, less than the measurement error of 0.04. Absorption and early quenching both raise the apparent x, however, and together they shift it by about 0.05, somewhat more than that error: with both present, an apparent 1/3 corresponds to a true fraction near 0.285. Other values can matter more: with a = 2.5, absorption by complex and generator in the cell of part (e) would shift x by 0.05. In a rigid film there is no collisional quenching by diffusion, and static quenching need not mean binding; the false contribution can be as large as x itself. Energy transfer between sensitizers and reabsorption of fluorescence have been left out and not estimated.

Numerical values quoted here were computed with a short program.
